# Wannier functions of a Z2-odd insulator: obstruction and Kane-Mele construction: a program that tests the result

```python
# Z2-odd insulator: exponentially localized Wannier functions exist, Kramers-paired ones do not.
# Kane-Mele model; energy unit t, length unit a; basis (A up, A dn, B up, B dn); k_j = k.a_j.
# Theta = T K. TR frame: Psi(-k) = Theta Psi(k) J. phi = Berry phase of a TR frame on k2 = 0, pi.
# Delta = [phi(0) - phi(pi) - flux(half zone)]/2pi mod 2.  S = tau^+ P tau, psi = P tau S^(-1/2).
# Without Rashba: H_s = [[m_s,h],[hbar,-m_s]], pair tau = |A,+x>,|B,-x> has tr S = 1,
# det S = delta^2 = (Eu Ed + |h|^2 - mu md)/(8 Eu Ed), S^(-1/2) = (1+delta-S)/(delta sqrt(1+2 delta)),
# D = det psi^+ (B up, B dn) = e^{i arg h} cos(th_u/2) cos(th_d/2), cos th_s = m_s/E_s.
# The Kramers pair has <r^2>_L ~ (A_c/2pi) ln L.
import numpy as np
from scipy.linalg import schur
from scipy.optimize import root
rng = np.random.default_rng(7)
pi = np.pi
a1, a2 = np.array([1., 0.]), np.array([.5, np.sqrt(3)/2])
pos = [(a1+a2)/3, 2*(a1+a2)/3]
sx = np.array([[0, 1], [1, 0]], complex); sy = np.array([[0, -1j], [1j, 0]]); sz = np.diag([1., -1.])
T = np.kron(np.eye(2), [[0, -1], [1, 0]]); J = np.array([[0., 1], [-1, 0]])
cells = [(p, q) for p in range(-2, 3) for q in range(-2, 3)]
bond = 1/np.sqrt(3)
hops = []
for i in range(2):
    for j in range(2):
        for p, q in cells:
            rj = p*a1+q*a2+pos[j]; d = pos[i]-rj; L = np.linalg.norm(d)
            if abs(L-bond) < 1e-9:
                hops.append((i, j, p, q, 'nn', 1j*(sx*d[1]-sy*d[0])/L))
            elif i == j and abs(L-1) < 1e-9:
                for u, v in cells:
                    mid = u*a1+v*a2+pos[1-i]; d1, d2 = mid-rj, pos[i]-mid
                    if abs(np.linalg.norm(d1)-bond) < 1e-9 and abs(np.linalg.norm(d2)-bond) < 1e-9:
                        hops.append((i, j, p, q, 'so', 1j*np.sign(d1[0]*d2[1]-d1[1]*d2[0])*sz))
assert len(hops) == 18
def ham(k1, k2, par):
    lv, ls, lr = par
    k1, k2 = np.broadcast_arrays(np.asarray(k1, float), np.asarray(k2, float))
    H = np.zeros(k1.shape+(4, 4), complex) + np.diag([lv, lv, -lv, -lv])
    for i, j, p, q, kind, M in hops:
        blk = np.eye(2)+lr*M if kind == 'nn' else ls*M
        H[..., 2*i:2*i+2, 2*j:2*j+2] += np.exp(1j*(p*k1+q*k2))[..., None, None]*blk
    return H
dag = lambda X: np.conj(np.swapaxes(X, -1, -2))
det = np.linalg.det
occ = lambda k1, k2, par: np.linalg.eigh(ham(k1, k2, par))[1][..., :2]
def proj(k1, k2, par):
    V = occ(k1, k2, par); return V@dag(V)
def lowdin(X):
    s, U = np.linalg.eigh(dag(X)@X); return X@(U/np.sqrt(s)[..., None, :])@dag(U)
tauTRB = np.array([[1, 0], [1, 0], [0, 1], [0, -1]])/np.sqrt(2)
tauPar = np.array([[1, 0], [1, 0], [0, 1], [0, 1]])/np.sqrt(2)
tauK = np.array([[0., 0], [0, 0], [1, 0], [0, 1]])
odd0, oddR, even0, evenR = (.5, .3, 0.), (.5, .3, .2), (2.5, .3, 0.), (2.5, .3, .2)
smooth = lambda k1, k2, par: lowdin(proj(k1, k2, par)@(tauTRB if par[0] < 1 else tauK))
def closed(k1, k2, par):
    lv, ls, _ = par
    h = 1+np.exp(-1j*k1)+np.exp(-1j*k2); hb = 1+np.exp(1j*k1)+np.exp(1j*k2)
    g = 2*ls*(np.sin(k2)-np.sin(k1)+np.sin(k1-k2)); m = [lv+g, lv-g]
    E2 = [h*hb+x*x for x in m]; E = [np.sqrt(x+0j) for x in E2]
    P = np.zeros(h.shape+(4, 4), complex)
    for s in range(2):
        P[..., s, s] = (1-m[s]/E[s])/2; P[..., 2+s, 2+s] = (1+m[s]/E[s])/2
        P[..., s, 2+s] = -h/E[s]/2; P[..., 2+s, s] = -hb/E[s]/2
    d2 = (E[0]*E[1]+h*hb-m[0]*m[1])/(8*E[0]*E[1])
    assert min(E2[0].real.min(), E2[1].real.min(), d2.real.min()) > 0   # principal roots continuous
    dl = np.sqrt(d2)[..., None, None]; S = tauTRB.T@P@tauTRB
    return h, m, E, d2, P@tauTRB@(((1+dl)*np.eye(2)-S)/(dl*np.sqrt(1+2*dl)))
def flux(V):   # plaquette Berry fluxes; axis 0 periodic, axis 1 open
    L1 = det(dag(V)@np.roll(V, -1, 0)); L2 = det(dag(V[:, :-1])@V[:, 1:])
    return -np.angle(L1[:, :-1]*np.roll(L2, -1, 0)*np.conj(L1[:, 1:])*np.conj(L2))
def steps(z): return np.angle(np.roll(z, -1)/z)
def kramers(P):
    u = P@(rng.normal(size=4)+1j*rng.normal(size=4)); u /= np.linalg.norm(u)
    return np.stack([u, T@u.conj()], 1)
def tr_phase(P):   # P on k1 = 0..pi; random TR frame on the loop, returns its Berry phase
    M = len(P)-1; F = [kramers(P[0])]
    for x in P[1:]: F.append(lowdin(x@F[-1]))
    R, Z = schur(dag(F[-1])@kramers(P[-1]), output='complex')
    ph = np.angle(np.diag(R))+2*pi*rng.integers(-1, 2, 2)
    F = [F[i]@Z@np.diag(np.exp(1j*ph*i/M))@dag(Z) for i in range(M+1)]
    F = np.array(F+[T@F[i].conj()@J for i in range(M-1, 0, -1)])
    return -np.angle(det(dag(F)@np.roll(F, -1, 0))).sum()

print("units: energy t, length a; parameters (l_v, l_SO, l_R)/t")
N = 128; kk = 2*pi*np.arange(N)/N; K1, K2 = np.meshgrid(kk, kk, indexing='ij')
H0 = ham(K1, K2, odd0); h, m, E, d2, psic = closed(K1, K2, odd0)
assert abs(H0[..., 0, 2]-h).max() < 1e-12 and abs(H0[..., 0, 0]-m[0]).max() < 1e-12
assert abs(H0[..., 3, 3]+m[1]).max() < 1e-12 and abs(H0[..., 2, 2]+m[0]).max() < 1e-12
assert abs(T@ham(K1, K2, oddR).conj()@T.T-ham(-K1, -K2, oddR)).max() < 1e-12
Kp = (2*pi/3, -2*pi/3)
for par in (odd0, even0):
    Hk = ham(*Kp, par); print(f"{par}: masses at K up {Hk[0,0].real:.4f} t, down {Hk[1,1].real:.4f} t")
print(f"critical l_v = 3 sqrt3 l_SO = {3*np.sqrt(3)*odd0[1]:.4f} t")
# spin Chern number, oddness of the curvature
n = 60; g1 = 2*pi*np.arange(n)/n; G1, G2 = np.meshgrid(g1, 2*pi*np.arange(n+1)/n, indexing='ij')
Cup = {}
for par, expect in ((odd0, -1), (even0, 0)):
    Cup[par[0]] = flux(np.linalg.eigh(ham(G1, G2, par)[..., ::2, ::2])[1][..., :1]).sum()/(2*pi)
    assert abs(Cup[par[0]]-expect) < 1e-8
    print(f"{par}: C_up = {Cup[par[0]]:.6f}")
Ff = flux(occ(G1, G2, oddR))
assert abs(Ff+Ff[::-1, ::-1]).max() < 1e-10 and abs(Ff).max() > 1e-4
print(f"{oddR}: total Chern {abs(Ff.sum())/(2*pi):.1e}, max plaquette flux {abs(Ff).max():.4f} rad")
# Delta by three roads
loop = 2*pi*np.arange(600)/600; half = np.linspace(0, pi, 201)
def trial(c, k1, k2):
    f = lambda x, y: c[0]+c[1]*np.exp(1j*x)[..., None]+c[2]*np.exp(-1j*y)[..., None]
    k1, k2 = np.asarray(k1, float), np.asarray(k2, float)
    return np.stack([f(k1, k2), f(-k1, -k2).conj()@T.T], -1)
for par in (odd0, oddR, evenR):
    par_exp = int(round(abs(Cup[par[0]]))) % 2
    ev = np.linalg.eigvalsh(ham(G1, G2, par)); gap = (ev[..., 2]-ev[..., 1]).min(); assert gap > 1
    fl = flux(occ(G1[:, :n//2+1], G2[:, :n//2+1], par)).sum()
    P0, Pp = proj(g1[:n//2+1], 0., par), proj(g1[:n//2+1], pi, par)
    ph0 = np.array([tr_phase(P0) for _ in range(12)]); php = np.array([tr_phase(Pp) for _ in range(12)])
    for ph in (ph0, php):
        x = (ph-ph[0])/(4*pi); assert abs(x-np.round(x)).max() < 1e-8 and np.ptp(x) > .5
    Dl = (ph0-php-fl)/(2*pi); assert abs(Dl-np.round(Dl)).max() < 1e-8
    Dl = np.round(Dl).astype(int); assert np.all(Dl % 2 == par_exp)
    fk = 1
    for k2 in (0., pi):
        w = dag(smooth(-half, -k2, par))@T@smooth(half, k2, par).conj()
        an = np.unwrap(np.angle(det(w)))
        fk = fk*(w[-1, 0, 1]*np.exp(-.5j*an[-1]))/(w[0, 0, 1]*np.exp(-.5j*an[0]))
    assert abs(fk-(-1)**par_exp) < 1e-8
    ps = [smooth(loop, k2, par) for k2 in (0., pi)]; wd = []; good = []
    for _ in range(60):
        c = (rng.normal(size=(3, 4))+1j*rng.normal(size=(3, 4)))/2
        st = [steps(det(dag(ps[i])@trial(c, loop, 0*loop+i*pi))) for i in range(2)]
        if max(abs(st[0]).max(), abs(st[1]).max()) < 1:   # winding resolved by the grid
            wd.append(int(round((st[1].sum()-st[0].sum())/(2*pi)))); good.append(c)
    assert len(wd) >= 20 and all(x % 2 == par_exp for x in wd)
    print(f"{par}: min direct gap {gap:.4f} t, half-zone flux {fl:.4f} rad")
    print(f"  phi(0), phi(pi) mod 4pi = {ph0[0] % (4*pi):.4f}, {php[0] % (4*pi):.4f} rad")
    print(f"  Delta seen {sorted(set(Dl.tolist()))}; Fu-Kane product {fk.real:+.6f}")
    print(f"  {len(wd)} random Kramers trials, winding differences {sorted(set(wd))}")
    if par == oddR:
        Z1, Z2 = np.meshgrid(2*pi*np.arange(72)/72, pi*np.arange(37)/36, indexing='ij')
        pz = smooth(Z1, Z2, par); worst = 0
        for c in good[:4]:
            D = det(dag(pz)@trial(c, Z1, Z2)); Dr = np.roll(D, -1, 0); an = np.angle
            vo = an(Dr/D)[:, :-1]+an(Dr[:, 1:]/Dr[:, :-1])-an(Dr/D)[:, 1:]-an(D[:, 1:]/D[:, :-1])
            def fun(x):
                z = det(dag(smooth(x[0], x[1], par))@trial(c, x[0], x[1])); return [z.real, z.imag]
            res = [np.hypot(*fun(root(fun, [Z1[i, j]+pi/72, Z2[i, j]+pi/72], tol=1e-13).x))
                   for i, j in np.argwhere(abs(vo) > 1)[:4]]
            worst = max(worst, min(res))
        assert worst < 1e-8
        print(f"  zeros of D located for 4 trials, worst |D| = {worst:.1e}")
# closed forms against diagonalization
Pn = proj(K1, K2, odd0); Sn = tauTRB.T@Pn@tauTRB; psi0 = lowdin(Pn@tauTRB)
assert abs(det(Sn)-d2).max() < 1e-12 and abs(np.trace(Sn, axis1=-2, axis2=-1)-1).max() < 1e-12
assert abs(psi0-psic).max() < 1e-11
Dc = h/abs(h)*np.sqrt((1+m[0]/E[0])*(1+m[1]/E[1]))/2
assert abs(det(dag(psi0)@tauK)-Dc).max() < 1e-10
w0, wp = [steps(det(dag(smooth(loop, k2, odd0))@tauK)).sum()/(2*pi) for k2 in (0., pi)]
assert abs(w0) < 1e-8 and abs(wp+1) < 1e-8
print(f"windings of D for (B up,B dn): k2=0: {abs(w0):.3f}, k2=pi: {wp:.3f}")
dS = lambda tau, k, par: det(tau.T@proj(k[0], k[1], par)@tau).real
vals = dS(tauTRB, Kp, odd0), dS(tauTRB, Kp, even0), dS(tauK, Kp, odd0), dS(tauK, Kp, even0), dS(tauPar, (0, 0), odd0)
assert abs(vals[0]-.25) < 1e-12 and abs(vals[3]-1) < 1e-12 and max(map(abs, vals[1:3]+vals[4:])) < 1e-12
print("det S at K: TRB odd %.4f, TRB even %.0e, Kramers odd %.0e, Kramers even %.4f" % vals[:4])
print(f"det S parallel pair at Gamma {vals[4]:.0e}; TRB at Gamma {dS(tauTRB,(0,0),odd0):.4f}, M {dS(tauTRB,(pi,0),odd0):.4f}")
# Wannier functions of the TR-breaking pair
def geometry(n):
    R = np.fft.fftfreq(n, 1/n); R1, R2 = np.meshgrid(R, R, indexing='ij')
    return R1, R1[..., None]*a1+R2[..., None]*a2
def moments(psi):
    w = np.fft.ifft2(psi, axes=(0, 1)); X = geometry(len(psi))[1]
    r = X[:, :, None, :]+np.array([pos[0], pos[0], pos[1], pos[1]]); rho = abs(w)**2
    c = np.einsum('xyan,xyad->nd', rho, r)
    return w, c, np.einsum('xyan,xya->n', rho, (r**2).sum(-1))-(c**2).sum(1)
R1 = geometry(N)[0]
for par in (odd0, oddR):
    P = proj(K1, K2, par); ds = det(tauTRB.T@P@tauTRB).real; psi = lowdin(P@tauTRB)
    assert ds.min() > .05 and abs(ds.min()-ds[::2, ::2].min()) < .01
    w, c, om = moments(psi); om2 = moments(psi[::2, ::2])[2]
    assert abs(om-om2).max() < 1e-9 and abs(c.sum(0)-a1-a2).max() < 1e-9
    if par == odd0: assert abs(c-np.array(pos)).max() < 1e-10
    amp = np.sqrt((abs(w)**2).sum((1, 2, 3))); rate = np.log(amp[10]/amp[20])/10
    assert rate > .25 and amp[20] < 1e-3
    neg = np.roll(psi[::-1, ::-1], 1, (0, 1))
    ov = abs(np.fft.ifft2((dag(psi)@T@neg.conj())[..., 0], axes=(0, 1)))**2
    assert abs(ov.sum()-1) < 1e-10 and ov[..., 1].max() < .9
    spin = np.einsum('xyan,ab,xybn->n', w.conj(), np.kron(np.eye(2), sx), w).real
    print(f"{par}: min det S {ds.min():.4f}")
    print(f"  centres ({c[0,0]:.5f},{c[0,1]:.5f}), ({c[1,0]:.5f},{c[1,1]:.5f}) a; distance {np.linalg.norm(c[0]-c[1]):.5f} a")
    print(f"  centre sum ({c[:,0].sum():.5f},{c[:,1].sum():.5f}) a; spreads {om[0]:.5f}, {om[1]:.5f} a^2")
    print(f"  amplitude at R1=5,10,20: {amp[5]:.2e}, {amp[10]:.2e}, {amp[20]:.2e}; rate {rate:.3f} per cell")
    print(f"  Theta w1: weight on w2 family {ov[...,1].sum():.4f}, largest single {ov[...,1].max():.4f}")
    print(f"  <sigma_x> = {spin[0]:.4f}, {spin[1]:.4f}")
# contour shift: continued closed form against the diagonalized Wannier functions
wn = np.fft.ifft2(psi0, axes=(0, 1)); near = abs(R1) <= 10; err = 0
for beta in (.25, -.25):
    ps = closed(K1+1j*beta, K2+0j, odd0)[4]; ws = np.fft.ifft2(ps, axes=(0, 1))
    err = max(err, abs(ws-wn*np.exp(beta*R1)[..., None, None])[near].max())
    ps2 = closed(K1+0j, K2+1j*beta, odd0)[4]; ws2 = np.fft.ifft2(ps2, axes=(0, 1))
    err = max(err, abs(ws2-wn*np.exp(beta*R1.T)[..., None, None])[near.T].max())
assert err < 1e-9
print(f"contour shift beta = 0.25 per cell: error {err:.1e}, max |psi| on shifted line {abs(ps).max():.4f}")
# Kramers pair: logarithmic spread in the odd phase, none in the even phase
M = 400; q = 2*pi*np.arange(M)/M; Q1, Q2 = np.meshgrid(q, q, indexing='ij'); X = geometry(M)[1]
r2 = np.stack([((X+pos[0]-pos[1])**2).sum(-1), (X**2).sum(-1)], -1)
pred = (np.sqrt(3)/2)/(2*pi)
for par, target in ((odd0, pred), (even0, 0.)):
    u = np.linalg.eigh(ham(Q1, Q2, par)[..., ::2, ::2])[1][..., 0]
    u = u*(u[..., 1:].conj()/abs(u[..., 1:])); rho = abs(np.fft.ifft2(u, axes=(0, 1)))**2
    o = [(rho*r2*np.exp(-r2/L**2)).sum() for L in (8, 16, 32)]; slope = (o[2]-o[1])/np.log(2)
    assert abs(slope-target) < .05*pred   # finite-L corrections of order ln L / L^2
    print(f"{par}: Kramers <r^2> at L=8,16,32 a: {o[0]:.4f}, {o[1]:.4f}, {o[2]:.4f} a^2; slope {slope:.4f} a^2")
print(f"predicted slope A_c/2pi = {pred:.4f} a^2")
print("OK")
```

It prints:

```
units: energy t, length a; parameters (l_v, l_SO, l_R)/t
(0.5, 0.3, 0.0): masses at K up -1.0588 t, down 2.0588 t
(2.5, 0.3, 0.0): masses at K up 0.9412 t, down 4.0588 t
critical l_v = 3 sqrt3 l_SO = 1.5588 t
(0.5, 0.3, 0.0): C_up = -1.000000
(2.5, 0.3, 0.0): C_up = -0.000000
(0.5, 0.3, 0.2): total Chern 1.8e-16, max plaquette flux 0.0086 rad
(0.5, 0.3, 0.0): min direct gap 1.8588 t, half-zone flux 1.9047 rad
  phi(0), phi(pi) mod 4pi = 0.2319, 4.6104 rad
  Delta seen [-3, -1, 1, 3, 5]; Fu-Kane product -1.000000
  59 random Kramers trials, winding differences [-3, -1, 1]
(0.5, 0.3, 0.2): min direct gap 1.7334 t, half-zone flux 1.9669 rad
  phi(0), phi(pi) mod 4pi = 0.2399, 4.5562 rad
  Delta seen [-9, -5, -3, -1, 1, 3]; Fu-Kane product -1.000000
  60 random Kramers trials, winding differences [-3, -1, 1]
  zeros of D located for 4 trials, worst |D| = 1.4e-15
(2.5, 0.3, 0.2): min direct gap 1.9533 t, half-zone flux -0.3476 rad
  phi(0), phi(pi) mod 4pi = 0.2459, 0.5935 rad
  Delta seen [-4, -2, 0, 2, 4, 8]; Fu-Kane product +1.000000
  57 random Kramers trials, winding differences [-2, 0, 2]
windings of D for (B up,B dn): k2=0: 0.000, k2=pi: -1.000
det S at K: TRB odd 0.2500, TRB even 1e-32, Kramers odd 4e-32, Kramers even 1.0000
det S parallel pair at Gamma 0e+00; TRB at Gamma 0.2432, M 0.2000
(0.5, 0.3, 0.0): min det S 0.2000
  centres (0.50000,0.28868), (1.00000,0.57735) a; distance 0.57735 a
  centre sum (1.50000,0.86603) a; spreads 0.36920, 0.23922 a^2
  amplitude at R1=5,10,20: 3.18e-03, 6.81e-05, 4.94e-08; rate 0.723 per cell
  Theta w1: weight on w2 family 0.7798, largest single 0.2384
  <sigma_x> = 0.7798, -0.7798
(0.5, 0.3, 0.2): min det S 0.1783
  centres (0.50000,0.28934), (1.00000,0.57669) a; distance 0.57669 a
  centre sum (1.50000,0.86603) a; spreads 0.37690, 0.24045 a^2
  amplitude at R1=5,10,20: 3.41e-03, 5.16e-05, 1.68e-08; rate 0.803 per cell
  Theta w1: weight on w2 family 0.7869, largest single 0.2416
  <sigma_x> = 0.7835, -0.7835
contour shift beta = 0.25 per cell: error 1.5e-16, max |psi| on shifted line 1.0110
(0.5, 0.3, 0.0): Kramers <r^2> at L=8,16,32 a: 0.4618, 0.5642, 0.6621 a^2; slope 0.1412 a^2
(2.5, 0.3, 0.0): Kramers <r^2> at L=8,16,32 a: 0.0378, 0.0384, 0.0385 a^2; slope 0.0002 a^2
predicted slope A_c/2pi = 0.1378 a^2
OK
```
